# Self-trapping energy of a two-site Hubbard–Holstein cluster: its sign against U

## Question

I want to understand polaron formation energies by splitting them into the cost of localising the carrier, the strain of the lattice and the electronic gain from the distortion. My test case is a two-site Hubbard–Holstein cluster with classical displacements $x_1,x_2$:

$$H=-t\sum_\sigma\left(c^\dagger_{1\sigma}c_{2\sigma}+\text{h.c.}\right)+U\sum_i n_{i\uparrow}n_{i\downarrow}-g\sum_i x_in_i+\frac K2\sum_i x_i^2 .$$

I use $t=0.010$ hartree, $g=0.060$ hartree/bohr and $K=0.12$ hartree/bohr², and I want the sign of the self-trapping energy as a function of $U\ge 0$. I am stuck on three points. With one electron, $U$ does nothing at all. With two electrons, my answer depends on whether the reference lattice is relaxed. And I don't see how a relaxed state can have a positive self-trapping energy. How is the decomposition done properly, and where does the sign change?

## Answer

**The reference state**

Write $x_1=X+y$ and $x_2=X-y$. For $N$ electrons the coupling and elastic terms become

$$-gXN-gy(n_1-n_2)+K(X^2+y^2).$$

The uniform displacement $X$ couples only to the fixed number $N$. Minimising $KX^2-gXN$ gives $X=gN/(2K)$ and the energy $-g^2N^2/(4K)$. With

$$E_P=\frac{g^2}{2K}=\frac{0.0036}{0.24}\ \text{hartree}=15\ \text{mEh}$$

(mEh is millihartree), this is $-E_PN^2/2$: $-7.5$ mEh for one electron and $-30$ mEh for two. It cancels in the comparison, because the symmetric state of the dimer gains it too. It is also a finite-size term: on $M$ sites, minimising $MKX^2/2-gXN$ gives $-g^2N^2/(2KM)$, which vanishes for $M\to\infty$ at fixed $N$. So relax the uniform mode in both states. Keep in mind that this makes the dimer values smaller than those of a large lattice: a single carrier confined to one site relaxes by $-E_P$ while the delocalised one gains $-E_P/M$, so for $t\to0$ the difference is $-E_P(1-1/M)$, only $-E_P/2$ for two sites. A rigid reference would add $-30$ mEh to your two-electron result and hide the sign you are looking for.

What remains is one coordinate. Let $\Delta=gy$, so that $Ky^2=\Delta^2/(2E_P)$, and

$$E(\Delta)=\frac{\Delta^2}{2E_P}+\varepsilon(\Delta),$$

where $\varepsilon(\Delta)$ is the lowest eigenvalue of $h(\Delta)=h_0-\Delta\,(n_1-n_2)$, and $h_0$ contains the hopping and $U$. The self-trapping energy is $E_{ST}=E(\Delta^*)-E(0)$, with $\Delta^*>0$ a local minimum. The mirror minimum at $-\Delta^*$ has the same energy. Zero-point motion and tunnelling between the two are outside this classical-lattice treatment.

This settles your third point. The global minimum of $E$ cannot lie above $E(0)$, so a positive $E_{ST}$ can belong only to a metastable minimum.

**The three contributions**

Let $\psi^*$ be the electronic ground state at $\Delta^*$ and $d=\langle\psi^*|n_1-n_2|\psi^*\rangle$. Then $\varepsilon(\Delta^*)=\langle\psi^*|h_0|\psi^*\rangle-\Delta^*d$, and

$$E_{ST}=\underbrace{\langle\psi^*|h_0|\psi^*\rangle-\varepsilon(0)}_{E_{loc}}+\underbrace{\frac{\Delta^{*2}}{2E_P}}_{E_{strain}}\;\underbrace{-\,\Delta^*d}_{E_{gain}} .$$

The localisation cost $E_{loc}$ is non-negative, since $\varepsilon(0)$ is the lowest expectation value of $h_0$. It includes any extra Hubbard repulsion as well as lost hopping energy.

The terms are not independent. By the Hellmann–Feynman theorem $\varepsilon'(\Delta^*)=-d$, so stationarity of $E$ requires $\Delta^*/E_P=d$. Hence

$$E_{gain}=-\frac{\Delta^{*2}}{E_P}=-2E_{strain},\qquad E_{ST}=E_{loc}-E_{strain}.$$

Trapping is favourable when the localisation cost is smaller than the strain energy. The factor 2 relies on linear coupling and a harmonic lattice.

On the configuration diagram, freeze the electrons in $\psi^*$ and vary $\Delta$. Relative to $E(0)$, the energy is

$$E_{loc}+\frac{\Delta^2}{2E_P}-\Delta d
=E_{loc}+\frac{\Delta^2-2\Delta\Delta^*}{2E_P}
=E_{ST}+\frac{(\Delta-\Delta^*)^2}{2E_P}.$$

The last step completes the square and uses $E_{loc}-E_{strain}=E_{ST}$. This parabola has height $E_{loc}$ at $\Delta=0$. It touches the adiabatic curve at $\Delta^*$ and lies nowhere below it, because $\psi^*$ is a trial state at every other $\Delta$.

**One carrier: no dependence on U**

One electron cannot doubly occupy a site, so $U$ drops out. The matrix of $h(\Delta)$ has diagonal $(-\Delta,\Delta)$ and off-diagonal $-t$, which gives $\varepsilon=-\sqrt{t^2+\Delta^2}$. Stationarity at $\Delta\neq0$ reads $\sqrt{t^2+\Delta^2}=E_P$, which needs $E_P>t$. Then

$$E_{ST}=\frac{E_P^2-t^2}{2E_P}-E_P+t=-\frac{(E_P-t)^2}{2E_P}.$$

For your parameters this is $-25/30=-0.83$ mEh. The parts are $E_{strain}=(225-100)/30=4.17$ mEh, $E_{gain}=-8.33$ mEh and $E_{loc}=t-t^2/E_P=3.33$ mEh. The last follows because the hopping energy of the trapped state is $-t^2/\sqrt{t^2+\Delta^{*2}}=-t^2/E_P$.

An approximate method can still produce a $U$ dependence here. Take a spin-restricted mean field, which replaces $n_{i\uparrow}n_{i\downarrow}$ by $n_i^2/4$. With $n_{1,2}=(1\pm d)/2$ the repulsion becomes $U(1+d^2)/8$. An orbital with imbalance $d$ has hopping energy $-t\sqrt{1-d^2}$, and minimising $\Delta^2/(2E_P)-\Delta d$ over $\Delta$ gives $-E_Pd^2/2$. The total is

$$-t\sqrt{1-d^2}-\frac12\left(E_P-\frac U4\right)d^2+\frac U8 .$$

Apart from the constant, this is the exact one-carrier energy with $E_P$ replaced by $E_P-U/4$. At $U=10$ mEh the effective value is 12.5 mEh and $E_{ST}=-2.5^2/25=-0.25$ mEh instead of $-0.83$ mEh. At $U=4(E_P-t)=20$ mEh trapping disappears. This is the electron repelling itself, not a property of the Hamiltonian.

**Two carriers: the energy curve**

A real sign change against $U$ needs two carriers, so the quantity is a bipolaron energy. The triplets have one electron on each site, cannot hop and stay at $\varepsilon=0$. For the singlets use both electrons on site 1, both on site 2, and the singlet with one on each, with amplitudes $a$, $b$, $s$. The two spin terms of the covalent singlet add up to a hopping element $-\sqrt2\,t$, so

$$(\varepsilon-U+2\Delta)a=-\sqrt2\,ts,\quad(\varepsilon-U-2\Delta)b=-\sqrt2\,ts,\quad\varepsilon s=-\sqrt2\,t(a+b).$$

Inserting $a$ and $b$ into the third equation gives

$$\varepsilon=\frac{2t^2}{\varepsilon-U+2\Delta}+\frac{2t^2}{\varepsilon-U-2\Delta}=\frac{4t^2(\varepsilon-U)}{(\varepsilon-U)^2-4\Delta^2}.$$

The lowest singlet lies below zero, because a state with diagonal element 0 is coupled to others. Set $\varepsilon=-e$ with $e>0$ and solve for $\Delta$ instead of $e$:

$$4\Delta^2=(e+U)\left(e+U-\frac{4t^2}{e}\right).$$

This avoids the cubic formula. The right side vanishes at the positive root of $e^2+Ue-4t^2=0$,

$$e_0=\frac{-U+\sqrt{U^2+16t^2}}2,$$

is negative below it and increases above it. Each $\Delta\ge0$ therefore corresponds to one $e\ge e_0$, and $e$ can serve as the coordinate.

Define $e_1=e_0+U$. The quadratic has roots $e_0$ and $-e_1$, so $e_0e_1=4t^2$ and

$$e+U-\frac{4t^2}e=\frac{(e-e_0)(e+e_1)}e .$$

The energy relative to the symmetric state is $W=\Delta^2/(2E_P)-e+e_0$, or

$$W(e)=(e-e_0)\left[\frac{q(e)}{8E_P}-1\right],\qquad q(e)=\frac{(e+e_1)(e+U)}e=e+e_1+U+\frac{e_1U}e .$$

**The sign**

Since $e>e_0$ off centre, $W$ becomes negative somewhere if and only if the lowest value of $q$ on $e>e_0$ is below $8E_P$. The sum $e+e_1U/e$ is smallest at $e=\sqrt{e_1U}$, where it equals $2\sqrt{e_1U}$. There are two cases:

- If $e_1U>e_0^2$, this point lies in the allowed range, and $E_{ST}<0$ when $\left(\sqrt{e_1}+\sqrt U\right)^2<8E_P$.
- If $e_1U\le e_0^2$, $q$ increases from $e_0$ onwards, and the condition is $q(e_0)=e_1(e_0+e_1)/e_0<8E_P$.

As $U$ grows, $e_1$ rises and $e_0$ falls, so both left-hand sides increase. There is thus a single critical $U_c$. At $U=0$, $e_0=e_1=2t$ and the left side is $4t$; two carriers do not trap at any $U\ge0$ if $E_P\le t/2$.

The cases meet at $e_1U=e_0^2$, that is $U(e_0+U)=e_0^2$. The ratio $\varphi=e_0/U$ then obeys $\varphi^2=\varphi+1$, so it is the golden ratio, and $e_1=\varphi^2U$. From $e_0e_1=\varphi^3U^2=4t^2$ follows $U=2t\varphi^{-3/2}\approx0.97t$. From $8E_P=e_1(e_0+e_1)/e_0=\varphi^4U$ follows $E_P=t\varphi^{5/2}/4\approx0.83t$. Below this coupling the trapped state merges with the symmetric one as $E_{ST}\to0$. Above it $E_{ST}$ passes through zero at finite distortion.

You have $E_P=1.5t$, so the first case applies at the crossing. Solving $(\sqrt{e_1}+\sqrt U)^2=120$ mEh with a numerical root finder gives

$$U_c=24.68\ \text{mEh}=0.672\ \text{eV}.$$

For strong coupling there is a simple estimate. Put $S=\sqrt{8E_P}$ and $v=\sqrt U$, so that $\sqrt{e_1}=S-v$ at the crossing. The relation $e_1(e_1-U)=4t^2$ becomes $(S-v)^2S(S-2v)=4t^2$. For $E_P\gg t$, $v$ is close to $S/2$; using this in the first factor gives $S-2v\approx16t^2/S^3$, and squaring $v$ to leading order gives

$$U_c\approx\frac{S^2}4-\frac{8t^2}{S^2}=2E_P-\frac{t^2}{E_P}.$$

The first term compares a pair on one site, with energy $U$ and relaxation $-4E_P$, with two electrons on separate sites, with relaxation $-2E_P$. The second is the difference in virtual hopping: near $U=2E_P$ the symmetric state gains $4t^2/U\approx2t^2/E_P$, the trapped pair $2t^2/(4E_P-U)\approx t^2/E_P$. Here the estimate gives 23.3 mEh, about 5% below $U_c$.

**Where a positive value can exist**

To find the stationary points, expand

$$W=\frac{(e+U)^2-4t^2-4t^2U/e}{8E_P}-e+e_0,\qquad \frac{dW}{de}=\frac1{4E_P}\left(e+U+\frac{2t^2U}{e^2}\right)-1 .$$

Setting the derivative to zero and multiplying by $4E_Pe^2$ gives

$$e^3+(U-4E_P)e^2+2t^2U=0 .$$

The bracket in $dW/de$ first falls and then rises with $e$, turning at $e_m=(4t^2U)^{1/3}$. There are thus at most two stationary points off centre; the lower is a barrier, the upper the trapped minimum. At $e_m$ the last term of the bracket equals $e_m/2$. When $e_m>e_0$, which is again $e_1U>e_0^2$, the trapped minimum exists for

$$U+\tfrac32(4t^2U)^{1/3}<4E_P .$$

Numerically this ends at $U=26.89$ mEh. The symmetric state is itself a minimum when $dW/de>0$ at $e_0$. With $4t^2=e_0e_1$ the bracket there is $e_1+e_1U/(2e_0)=e_1(e_0+e_1)/(2e_0)$, so the condition is $e_1(e_0+e_1)/e_0>8E_P$, or $U>20.45$ mEh. For your parameters:

- $U<20.45$ mEh: only the trapped state is stable, $E_{ST}<0$.
- $20.45<U<24.68$ mEh: both are minima, $E_{ST}<0$.
- $24.68<U<26.89$ mEh: the trapped state is metastable, $E_{ST}>0$.
- $U>26.89$ mEh: there is no trapped state, hence no $E_{ST}$.

**Numbers for your cluster**

Take $U=24$ mEh and work in mEh. The largest root of $e^3-36e^2+4800=0$ is $e^*=31.008$. Then

$$4\Delta^{*2}=55.008\,(55.008-12.900),\qquad\Delta^*=24.06,$$

$$E_{strain}=\frac{24.064^2}{30}=19.30,\qquad E_{gain}=-38.60 .$$

With $e_0=11.324$ and $\langle\psi^*|h_0|\psi^*\rangle=-e^*+\Delta^*d=-e^*+2E_{strain}$,

$$E_{loc}=11.324-31.008+38.604=18.92,\qquad E_{ST}=18.92-19.30=-0.38 .$$

The same steps give, in mEh:

| $U$ | $E_{loc}$ | $E_{strain}$ | $E_{gain}$ | $E_{ST}$ |
|---|---|---|---|---|
| 10 | 16.78 | 25.17 | −50.33 | −8.39 |
| 20 | 19.33 | 22.03 | −44.07 | −2.70 |
| 24 | 18.92 | 19.30 | −38.60 | −0.38 |
| 26 | 17.30 | 16.58 | −33.15 | +0.72 |

The sign change is not accompanied by a rise of $E_{loc}$. Between 24 and 26 mEh that cost falls by 1.62 mEh, but the strain energy falls by 2.72 mEh. The imbalance $d=\Delta^*/E_P$ drops from 1.60 to 1.49: the pair spreads out. This lowers its hopping energy by 1.33 mEh and, through the smaller double occupancy, its repulsion by about 1.39 mEh (counted at $U=25$ mEh), but it weakens the distortion that holds it, so that $E_{strain}+E_{gain}$ rises by 2.72 mEh. These three shifts cancel to first order, because the trapped state is stationary. What remains is the explicit dependence on $U$. By the Hellmann–Feynman theorem $dE_{ST}/dU=D^*-D_0$, where $D=\langle\sum_i n_{i\uparrow}n_{i\downarrow}\rangle$ is the double occupancy of the trapped ($D^*$) or symmetric ($D_0$) state. Diagonalisation gives $0.81-0.24=0.57$ at 24 mEh and $0.75-0.23\approx0.53$ at 26 mEh, which accounts for the rise of 1.10 mEh over this interval. The trapped pair simply pays more repulsion than the symmetric state.

For $U=26$ mEh the configuration diagram, relative to the symmetric state, is as follows. The adiabatic column uses the lowest eigenvalue at each $y$, the frozen column the parabola above.

| $y$ (bohr) | adiabatic (mEh) | frozen $\psi^*$ (mEh) |
|---|---|---|
| 0.0 | 0.00 | 17.30 |
| 0.1 | 0.28 | 9.58 |
| 0.2 | 0.74 | 4.26 |
| 0.3 | 0.80 | 1.34 |
| 0.4 | 0.75 | 0.81 |
| 0.5 | 1.55 | 2.69 |

The trapped minimum is at $y=0.372$ bohr, 0.72 mEh above the symmetric state. The barrier, from the smaller positive root of the cubic, is at $y=0.259$ bohr with height 0.84 mEh. The well is therefore only 0.12 mEh deep on the side facing the symmetric state. The model contains no ionic mass, so it cannot tell whether quantum motion of the lattice would leave a bound level there.

One caution about carrying this over to a crystal. For large $U$ the symmetric state of your dimer has one electron on each relaxed site, which amounts to two polarons side by side. Your cluster is only partly in this limit: at $U=26$ mEh the two electrons of the symmetric state still share a site with probability 0.23. A positive sign says that the pair prefers this symmetric state to being trapped on one site. It does not say that the carriers are free.

Numerical values quoted here were computed with a short program.
